# Conjugate gradients: finite termination and the Polak-Ribiere restart

A cluster of 13 Lennard-Jones atoms has 39 coordinates and 33 vibrations. When conjugate gradients (CG) minimizes its harmonic energy from a random distortion, the gradient norm after eight steps is \(3\times10^{-5}\) of its initial value. After the ninth step it is \(6\times10^{-12}\) of it, which is zero up to rounding. Why nine, and not 33?

On the full anharmonic energy a second fact needs explaining. From the same geometry and the same badly chosen first direction, the Polak-Ribiere form of CG converges in 29 steps and the Fletcher-Reeves form in 12499.

## The scheme

Let \(f(x)\) be the energy, \(g_k=\nabla f(x_k)\) the gradient (minus the force) and \(d_k\) the search direction. One step is

\[
x_{k+1}=x_k+\alpha_k d_k,\qquad d_{k+1}=-g_{k+1}+\beta_k d_k,\qquad d_0=-g_0 .
\]

The line search is taken as exact: \(\alpha_k>0\) makes the slope along \(d_k\) vanish,

\[
g_{k+1}\cdot d_k=0. \tag{1}
\]

The two methods differ in the mixing factor:

\[
\beta_k^{\rm FR}=\frac{|g_{k+1}|^2}{|g_k|^2},\qquad
\beta_k^{\rm PR}=\frac{g_{k+1}\cdot(g_{k+1}-g_k)}{|g_k|^2}.
\]

Taking the product of the direction update with \(g_{k+1}\) and using (1) gives, for either choice,

\[
d_{k+1}\cdot g_{k+1}=-|g_{k+1}|^2. \tag{2}
\]

Every direction therefore points downhill. For \(d_0=-g_0\) the same relation holds at \(k=0\).

```
g = gradient(x);  d = -g
while |g| > tolerance:
    if g.d >= 0:  d = -g            # safeguard, inexact search
    find a > 0 with gradient(x + a d).d = 0
    x = x + a d
    g_new = gradient(x)
    FR:  beta = g_new.g_new / g.g
    PR:  beta = g_new.(g_new - g) / g.g
    d = -g_new + beta d
    g = g_new
```

## Finite termination on a quadratic

Assume now that

\[
f(x)=f^*+\tfrac12(x-x^*)^TH(x-x^*),
\]

with \(H\) symmetric and without negative eigenvalues. Then \(g=H(x-x^*)\), and a step changes the gradient by

\[
g_{k+1}=g_k+\alpha_kHd_k. \tag{3}
\]

Zero modes do no harm. All gradients lie in the range of \(H\), hence so do all directions, and there \(H\) is positive definite. If \(g_k\ne0\), then (2) shows \(d_k\ne0\), so \(d_k^THd_k>0\). Multiplying (3) by \(d_k\) and using (1) and (2) gives

\[
\alpha_k=\frac{|g_k|^2}{d_k^THd_k}. \tag{4}
\]

**Orthogonality and conjugacy.** Take \(\beta=\beta^{\rm FR}\). Suppose that up to index \(k\) different gradients are orthogonal and different directions are conjugate, \(d_i^THd_j=0\). This is trivially true at \(k=0\). For \(j\le k\), equation (3) gives

\[
g_{k+1}\cdot g_j=g_k\cdot g_j+\alpha_kd_k^THg_j,\qquad g_j=-d_j+\beta_{j-1}d_{j-1},
\]

where the \(\beta\) term is absent for \(j=0\). If \(j<k\), both terms vanish by assumption. If \(j=k\), conjugacy removes \(d_{k-1}\), leaving \(|g_k|^2-\alpha_kd_k^THd_k=0\) by (4). The new gradient is thus orthogonal to all earlier ones.

For the new direction, insert \(Hd_j=(g_{j+1}-g_j)/\alpha_j\):

\[
d_{k+1}^THd_j=-\frac{g_{k+1}\cdot(g_{j+1}-g_j)}{\alpha_j}+\beta_kd_k^THd_j .
\]

For \(j<k\) both terms are zero. For \(j=k\) the result is \(-|g_{k+1}|^2/\alpha_k+\beta_k|g_k|^2/\alpha_k\), which vanishes for the FR value of \(\beta_k\). The induction is complete. Since \(g_{k+1}\cdot g_k=0\), the PR value is the same number, and the two methods coincide on a quadratic when \(d_0=-g_0\).

**What \(x_k\) minimizes.** By (3) and the direction update, \(d_0,\dots,d_{k-1}\) lie in

\[
\mathcal K_k={\rm span}\{g_0,Hg_0,\dots,H^{k-1}g_0\}.
\]

Before termination they are nonzero and conjugate, hence linearly independent. There are \(k\) of them in a space of dimension at most \(k\), so they span it. Each \(d_j\) is a combination of \(g_0,\dots,g_j\), so \(g_k\) is orthogonal to all of \(\mathcal K_k\). Because \(f\) is convex, \(x_k\) minimizes \(f\) over \(x_0+\mathcal K_k\).

Let \(e_0=x_0-x^*\). Since \(g_0=He_0\), any point of this set has the error

\[
x-x^*=e_0+q(H)He_0=p(H)e_0,\qquad p(\lambda)=1+\lambda q(\lambda).
\]

Here \(q\) is any polynomial of degree at most \(k-1\), so \(p\) is any polynomial of degree at most \(k\) with \(p(0)=1\). With \(\xi_i\) the components of \(e_0\) along the eigenvectors of \(H\),

\[
f(x_k)-f^*=\tfrac12\min_p\sum_i\lambda_i\xi_i^2\,p(\lambda_i)^2. \tag{5}
\]

**Counting.** Let \(\lambda_1,\dots,\lambda_r\) now denote the distinct nonzero eigenvalues whose eigenspaces occur in \(g_0\). The polynomial

\[
p(\lambda)=\prod_{j=1}^{r}\left(1-\frac{\lambda}{\lambda_j}\right)
\]

has degree \(r\), satisfies \(p(0)=1\) and makes (5) zero. A polynomial of lower degree with \(p(0)=1\) cannot vanish at \(r\) different points. CG therefore ends in exactly \(r\) steps, in exact arithmetic. The number of distinct nonzero eigenvalues is an upper bound, attained when the start contains every eigenspace.

A degenerate eigenspace costs one step because \(p(H)\) multiplies all its components by the same number. CG sees one vector in it, whatever its dimension.

## The cluster in the harmonic limit

The energy is \(f=\sum_{i<j}4(r_{ij}^{-12}-r_{ij}^{-6})\), in reduced units with well depth \(\epsilon\) and length \(\sigma\) equal to one. The minimum considered is an icosahedron with one atom at its centre, of energy \(-44.3268\,\epsilon\). Its nonzero Hessian eigenvalues, in \(\epsilon/\sigma^2\) and with degeneracies in brackets, are

42.65 (5), 77.53 (4), 89.69 (5), 95.81 (3), 146.22 (4), 148.16 (3), 196.14 (5), 227.24 (1), 592.74 (3).

The degeneracies add up to 33, but there are nine values, hence nine steps. A start containing three of the eigenspaces needs three steps.

Equation (5) also shows what a near-degeneracy does. The values 146.22 and 148.16 are almost equal. With eight steps, place seven zeros of \(p\) on the other eigenvalues and the eighth at the midpoint 147.19. At the two close eigenvalues the last factor has magnitude \(0.97/147.19=0.0066\), and the other seven multiply to about 0.05. Thus \(|p|\) is at most about \(3.4\times10^{-4}\) there and zero at the rest. By (5), the energy error after eight steps is at most about \(10^{-7}\) of the initial one. Clustered eigenvalues count almost as one when the tolerance is modest.

## What survives anharmonicity

For a general smooth energy, define the mean Hessian over a step from \(x_0\) to \(x_1\),

\[
\bar H=\int_0^1 \nabla^2 f(x_0+s\alpha d_0)\,ds .
\]

Integrating the derivative of the gradient along the step gives

\[
\Delta g\equiv g_1-g_0=\alpha\bar Hd_0. \tag{6}
\]

The indices 0 and 1 stand for any two successive steps. Assume \(d_0\cdot g_0=-|g_0|^2\), which (2) guarantees after an exact search. Then (1) gives

\[
d_0\cdot\Delta g=0-d_0\cdot g_0=|g_0|^2. \tag{7}
\]

Now test whether the new direction is conjugate to the last one. For PR, by (7),

\[
d_1\cdot\Delta g=-g_1\cdot\Delta g+\frac{g_1\cdot\Delta g}{|g_0|^2}\,|g_0|^2=0 .
\]

For FR,

\[
d_1\cdot\Delta g=-|g_1|^2+g_1\cdot g_0+|g_1|^2=g_1\cdot g_0 .
\]

By (6), PR satisfies \(d_1^T\bar Hd_0=0\) for any smooth energy. FR does so only if successive gradients are orthogonal, which the quadratic theory supplied for a run started along the negative gradient, and which anharmonicity or a different first direction takes away. This conjugacy concerns the last step alone. Conjugacy to older directions, and with it finite termination, is lost in both methods.

## Why Fletcher-Reeves can stall

Let \(\theta\) be the angle between \(d\) and the downhill direction \(-g\). Equation (2) gives \(\cos\theta=|g|/|d|\). By (1), \(g_1\) and \(d_0\) are perpendicular, so \(d_1\) has a component \(|g_1|\) along \(-g_1\) and a component of length \(|\beta||d_0|\) across it:

\[
\tan\theta_1=\frac{|\beta||d_0|}{|g_1|}. \tag{8}
\]

For FR this becomes

\[
\tan\theta_1=\frac{|g_1|}{|g_0|}\sec\theta_0. \tag{9}
\]

Suppose \(\theta_0\) is close to \(90^\circ\). Let \(h=d_0^T\bar Hd_0/|d_0|^2\) be the mean curvature along \(d_0\). From (6) and (7), \(\alpha=|g_0|^2/(h|d_0|^2)\), so the atoms move by

\[
\alpha|d_0|=\frac{|g_0|\cos\theta_0}{h}. \tag{10}
\]

Let \(\Lambda\) be the largest eigenvalue magnitude of \(\bar H\). By (6) and (10), the gradient changes by at most

\[
|\Delta g|\le\Lambda\,\alpha|d_0|=\frac{\Lambda}{h}\,|g_0|\cos\theta_0 .
\]

If \((\Lambda/h)\cos\theta_0\) is much smaller than one, the gradient hardly changes, and (9) returns another angle close to \(90^\circ\). The condition matters: in a long, narrow valley \(h\) can be far below \(\Lambda\), and a direction almost perpendicular to \(-g_0\) may point straight at the minimum. If it does so exactly and the energy is quadratic, one exact search ends at the minimum, and no stall follows.

The stall can sustain itself while the gradient slowly decreases. If \(\theta\) stays constant, (9) gives \(|g_{k+1}|/|g_k|=\tan\theta\cos\theta=\sin\theta\), a number just below one. Squaring (9) and adding one gives

\[
\sec^2\theta_{k+1}=1+\frac{|g_{k+1}|^2}{|g_k|^2}\sec^2\theta_k ,
\]

so the angle shrinks in a step exactly when \(|g_{k+1}|/|g_k|<\sin\theta_k\), and grows when the ratio is larger. When \((\Lambda/h)\cos\theta_k\) is small, the ratio is close to one, so a single step cannot remove the bad angle; a fall at the rate \(\sin\theta\) leaves it unchanged.

## Why Polak-Ribiere recovers

For PR, the Cauchy-Schwarz inequality gives \(|\beta|\le|g_1||\Delta g|/|g_0|^2\). Insert this in (8), then use \(|\Delta g|=\alpha|\bar Hd_0|\) and \(|g_0|^2=\alpha d_0^T\bar Hd_0\):

\[
\tan\theta_1\le\frac{|\Delta g||d_0|}{|g_0|^2}
=\frac{|d_0||\bar Hd_0|}{d_0^T\bar Hd_0}\equiv S. \tag{11}
\]

The previous angle has disappeared. \(S\) depends on the orientation of \(d_0\) relative to the eigenvectors of \(\bar H\), not on its angle to the gradient.

A bound on \(S\) follows if \(d_0\) is a combination of eigenvectors of \(\bar H\) with eigenvalues between \(m>0\) and \(M\). On that subspace \((\bar H-m)(M-\bar H)\) has no negative eigenvalue. Its expectation value in \(d_0\) gives

\[
(m+M)\,d_0^T\bar Hd_0\ \ge\ |\bar Hd_0|^2+mM|d_0|^2\ \ge\ 2\sqrt{mM}\,|d_0||\bar Hd_0| ,
\]

where the last step uses \(a^2+b^2\ge2ab\). Hence

\[
S\le\frac{m+M}{2\sqrt{mM}}=\frac{\kappa+1}{2\sqrt\kappa},\qquad \kappa=\frac Mm. \tag{12}
\]

For the harmonic cluster \(\kappa=592.74/42.65=13.90\), so \(S\le14.90/(2\times3.728)=2.00\). The next angle is then at most \(63.4^\circ\), however bad the previous one was. This is the automatic restart.

It is not quite a return to steepest descent. The factor \(\beta^{\rm PR}\) does become small after a tiny step, but it multiplies a direction that is long compared with the gradient. Equations (6) and (7) give

\[
\beta^{\rm PR}d_0=\frac{g_1^T\bar Hd_0}{d_0^T\bar Hd_0}\,d_0 ,
\]

which does not change when \(d_0\) is rescaled in the formula at fixed \(g_1\) and \(\bar H\). PR starts from \(-g_1\) and removes the part that is not conjugate to the last direction. That correction stays finite as \(\theta_0\to90^\circ\), unless \(g_1^T\bar Hd_0\) vanishes.

## The stall measured on the cluster

To isolate the mechanism, the first direction is spoiled on purpose:

\[
d_0=-g_0+t|g_0|u,\qquad u\cdot g_0=0,\quad |u|=1 .
\]

It satisfies \(d_0\cdot g_0=-|g_0|^2\), so the derivation applies, and \(\tan\theta_0=t\). The vector \(u\) is a random combination of the vibrations of the minimum, made orthogonal to \(g_0\). A \(u\) along a translation would make \(S\) grow with \(t\), and (12) would not apply. The atoms start displaced by 0.02 \(\sigma\) rms per coordinate, with \(|g_0|=16.45\,\epsilon/\sigma\). After one exact search on the anharmonic energy:

| \(t\) | \(\theta_0\) | FR: \(\beta\), \(\theta_1\) | PR: \(\beta\), \(\theta_1\) |
|---|---|---|---|
| 5 | 78.7° | 1.001, 78.9° | 0.041, 11.9° |
| 20 | 87.1° | 1.012, 87.2° | 0.0089, 10.0° |
| 80 | 89.3° | 1.004, 89.3° | 0.0020, 9.2° |

Take \(t=20\). Here \(|d_0|/|g_0|=\sqrt{401}=20.02\) and \(|g_1|/|g_0|=1.006\). For FR, (9) gives \(\tan\theta_1=1.006\times20.02=20.1\), or \(87.2^\circ\). For PR, (8) gives \(\tan\theta_1=0.0089\times20.02/1.006=0.177\), or \(10.0^\circ\). The bound (11), with \(S=1.50\), allows up to \(56^\circ\). As \(t\) grows, \(\beta^{\rm PR}\) falls roughly as \(1/t\), while the angle changes little: the product \(\beta^{\rm PR}|d_0|\) stays finite.

Continued to \(|g|<10^{-6}\,\epsilon/\sigma\), the runs from \(t=20\) take the 29 and 12499 steps quoted at the start. A constant-angle estimate gives a number of the same size as the larger one. With \(\sin\theta=20/\sqrt{401}\), each step lowers \(\ln|g|\) by \(\tfrac12\ln(401/400)=0.00125\). The required fall is \(\ln(16.45/10^{-6})=16.6\), so

\[
n\approx\frac{16.6}{0.00125}\approx1.33\times10^4 ,
\]

about 6% above the observed count. The closeness belongs to this start: six other random geometries and vectors \(u\) at \(t=20\) gave FR counts between about 4600 and 9300, from a third to two thirds of their estimates, so the estimate fixes only the order of magnitude. The printed FR angle drifts from \(87.1^\circ\) to \(87.3^\circ\) in the first eight steps. Over the whole run it stays between \(86.1^\circ\) and \(87.6^\circ\). Writing (9) as \(|g_{k+1}|/|g_k|=\sin\theta_{k+1}\cos\theta_k/\cos\theta_{k+1}\) and summing logarithms gives \(\ln(|g_0|/|g_n|)=-\sum_{k=1}^{n}\ln\sin\theta_k+\ln(\cos\theta_n/\cos\theta_0)\). Here the last term is 0.11 out of 16.6, and the average of \(-\ln\sin\theta_k\) over the run is 0.00132 against the starting value 0.00125, which accounts for the 6%. The count measures this average; the angle itself is only roughly constant.

## Ordinary starts

A spoiled direction is an extreme case. The table gives mean step counts over 12 random distortions with \(d_0=-g_0\) and the same stopping criterion; SD is steepest descent, \(\beta=0\).

| rms distortion per coordinate | SD | FR | PR |
|---|---|---|---|
| 0.01 \(\sigma\) | 91 | 24.0 | 23.9 |
| 0.05 \(\sigma\) | 108 | 40.9 | 31.8 |

At the smaller distortion FR and PR are practically equal, as their identity on a quadratic suggests. At the larger one PR needs fewer steps from all 12 starts. Even the small distortion needs more than nine steps: the Hessian varies along the path, so the termination proof does not apply. The splitting of degenerate eigenvalues in a distorted cluster may contribute, but the runs do not separate this effect.

The advantage of PR at 0.05 \(\sigma\) is not the cure of a near-perpendicular stall. The largest angle in those runs is \(54^\circ\) for FR and \(52^\circ\) for PR. FR also loses conjugacy to the last step when \(g_1\cdot g_0\ne0\), whereas PR keeps it. The runs do not show how much of the difference in step counts this explains.

## Cost

Apart from the gradient routine, the scheme stores a few vectors of the length of \(x\) and does a few scalar products per step. PR must keep the old gradient until \(\beta\) is formed; FR needs only its norm. No Hessian is stored or computed. The mean Hessian above is a device of the proof.

The counts given here are line searches, not gradient evaluations. A near-exact search calls the gradient several times. When each gradient requires a self-consistent electronic calculation, the number of calls is the cost to compare, and a looser search may pay off. The exact relations then hold only approximately, with errors that depend on the slope left by the search.

## Stability and failure modes

**Inexact line search.** If the search leaves a slope \(\eta=g_1\cdot d_0\), then

\[
d_1\cdot g_1=-|g_1|^2+\beta\eta .
\]

The new direction is downhill only if \(\beta\eta<|g_1|^2\). The safeguard in the pseudocode catches the other case. Equation (7) changes too, so PR is no longer exactly conjugate. Replacing its denominator \(|g_0|^2\) by \(d_0\cdot\Delta g\), when that is positive, restores \(d_1\cdot\Delta g=0\) for any step length, as substitution shows.

**Noisy forces.** The PR restart relies on a gradient difference. From (6), (7) and (10) its size is

\[
|\Delta g|=S|g_0|\cos\theta_0 .
\]

For \(t=80\) and \(S=1.51\) this is \(1.51/80=1.9\%\) of \(|g_0|\). If the force error is comparable with \(|\Delta g|\), the value of \(\beta^{\rm PR}\) is unreliable and conjugacy to the last step is lost. The angle is more robust: by the same Cauchy-Schwarz argument, an error of length \(\varepsilon\) in \(\Delta g\) adds about \(S\varepsilon/|\Delta g|\) to the bound (11). The guarantee of a restart is lost when the error is many times \(|\Delta g|\), which shrinks as \(\theta_0\to90^\circ\). An explicit reset \(d=-g\) avoids the difference.

**Negative curvature.** With an exact search, \(d_0^T\bar Hd_0=|g_0|^2/\alpha\) is positive, so \(S\) is finite for each step. If \(\bar H\) has negative eigenvalues in the space explored, however, (12) does not apply and \(S\) can be large. If the smallest eigenvalue is positive but very small, (12) still holds, but \(\kappa\) is large and the bound allows angles close to \(90^\circ\). The restart is then no longer guaranteed, although \(S\) is only an upper bound on \(\tan\theta_1\).

**Zero modes.** A free cluster's energy is unchanged by translation, so its gradients contain no translation. Rotations are zero modes of the Hessian at a stationary point, but not at a general distorted geometry. The condition behind (12) is therefore approximate for the anharmonic cluster, whereas (11) needs no such condition.

**Wrong first direction on a quadratic.** The termination proof uses \(d_0=-g_0\). A direction carried over from elsewhere voids the count, even if the energy is perfectly harmonic. Equations (9) to (11) make no use of anharmonicity, so the FR stall and the PR recovery after a spoiled direction occur on the harmonic energy as well. The stall measured above comes from the spoiled direction, not from anharmonicity: on the harmonic energy the same start with \(t=20\) takes 12817 FR steps and 27 PR steps.

**Global convergence.** A bounded angle after one step is a local statement. It does not prove that PR converges from every start on a nonconvex energy surface, nor that it finds the lowest minimum.

The numerical check compares (5) with a direct polynomial minimization, and the PR conjugacy and bound (11) with a separately integrated mean Hessian.

## Values computed for the example and the checks

```
Atoms 13, coordinates 39, vibrations 33
Centre-shell distance: 1.081838 sigma
Energy of the minimum: -44.326801 epsilon
Distinct nonzero Hessian eigenvalues: 9
Eigenvalue (epsilon/sigma^2), degeneracy:
     42.6541  5
     77.5272  4
     89.6855  5
     95.8113  3
    146.2193  4
    148.1573  3
    196.1379  5
    227.2443  1
    592.7398  3
Harmonic CG: step, |g|/|g0|:
  0  1.00e+00
  1  4.40e-01
  2  1.51e-01
  3  6.57e-02
  4  3.19e-02
  5  1.40e-02
  6  2.06e-03
  7  1.46e-04
  8  3.18e-05
  9  6.07e-12
Harmonic steps, generic start: 9
Harmonic steps, three eigenspaces: 3
Largest |beta_FR - beta_PR|, harmonic: 7.1e-14
Condition number of the vibrations: 13.8964
Harmonic bound on tan(theta) for PR: 1.9980, angle 63.41 deg
Anharmonic runs: 12 starts, stop at |g| < 1e-06 epsilon/sigma
Distortion 0.01 sigma per coordinate (rms):
  SD: mean steps 91.1, range 79-99, largest angle 0.00 deg
  FR: mean steps 24.0, range 22-26, largest angle 51.51 deg
  PR: mean steps 23.9, range 22-26, largest angle 53.62 deg
  PR fewer steps than FR in 5, equal in 5 starts
Distortion 0.05 sigma per coordinate (rms):
  SD: mean steps 108.2, range 85-115, largest angle 0.00 deg
  FR: mean steps 40.9, range 32-50, largest angle 53.81 deg
  PR: mean steps 31.8, range 28-34, largest angle 52.27 deg
  PR fewer steps than FR in 12, equal in 0 starts
Bad first direction: |g0| = 16.4505 epsilon/sigma
t = 5: first angle 78.69 deg, |g1|/|g0| = 1.00065, S = 1.4559
  FR: beta 1.00129, next angle 78.91 deg, conjugacy cosine 6.5e-01
  PR: beta 0.04141, next angle 11.91 deg, conjugacy cosine 5.6e-15
t = 20: first angle 87.14 deg, |g1|/|g0| = 1.00606, S = 1.5012
  FR: beta 1.01216, next angle 87.16 deg, conjugacy cosine 6.6e-01
  PR: beta 0.00889, next angle 10.03 deg, conjugacy cosine -1.3e-14
t = 80: first angle 89.28 deg, |g1|/|g0| = 1.00184, S = 1.5094
  FR: beta 1.00368, next angle 89.29 deg, conjugacy cosine 6.6e-01
  PR: beta 0.00202, next angle 9.15 deg, conjugacy cosine 4.2e-14
Full runs from t = 20: steps FR 12499, PR 29
  step 0: angle FR 87.14 deg, PR 87.14 deg
  step 1: angle FR 87.16 deg, PR 10.03 deg
  step 2: angle FR 87.18 deg, PR 33.51 deg
  step 4: angle FR 87.23 deg, PR 38.08 deg
  step 8: angle FR 87.30 deg, PR 36.49 deg
```
